Composition tolerance of an ordered intermetallic conductor for a resistivity budget

**Problem.** An ordered metallic compound AB, with equal numbers of A and B atoms at perfect composition, is to be used in a narrow interconnect line. Each atomic percent of off-stoichiometry adds 5 µΩ cm to its resistivity, and at most 1 µΩ cm may be added in this way.

(a) How closely must the composition be held, and what does this demand of the deposition?

(b) Why should the added resistivity start in proportion to the composition error, and how much does the curvature of the law matter?

(c) How does the answer change if one side of perfect composition is accommodated by vacancies, if the slope was measured in the cold, or if the line is a film 10 nm thick?

**Solution**

**(a) The limit**

Let x be the atomic percentage of A minus 50. The difference between the percentages of A and B is then 2x, so it matters which quantity a specification quotes. With the same slope s on both sides,

Δρ = s|x|.

The requirement is s|x| ≤ Δρ_max. Since s is positive, dividing by it keeps the direction of the inequality:

|x| ≤ Δρ_max/s = (1 µΩ cm)/(5 µΩ cm per atomic percent) = 0.2 atomic percent.

The A content must lie between 49.8 and 50.2 atomic percent, a range of full width 0.4. Stated as a difference between the A and B percentages, the limit is 0.4.

Suppose that A and B arrive as separate fluxes and stick equally well. Their ratio is then

r = (50 + x)/(50 − x) = 1 + 2x/(50 − x) ≈ 1 + x/25,

where the last step uses |x| ≪ 50. At x = 0.2 the ratio is 50.2/49.8 = 1.008. The flux ratio must therefore be held to about 0.8 percent on either side of one.

**(b) Why the law starts linearly**

First count the defects. Let each sublattice have N sites, and let n sites of the B sublattice be filled by A atoms. Such wrongly placed atoms are called antisites. There are N + n atoms of A among 2N atoms, so

x = 100(N + n)/(2N) − 50 = 50n/N.

The fraction of wrongly filled B sites is y = n/N = x/50. At x = 0.2 it is 0.4 percent, so the defects are dilute. This count assumes that the crystal is fully ordered apart from the antisites that the excess A atoms require.

Next consider the scattering. Let u_j be 1 if B site j holds an antisite and 0 otherwise. The average of u_j is y. This average part of the disturbance is periodic and does not scatter a Bloch wave into other directions. Scattering comes from the fluctuation δ_j = u_j − y. For a change of wave vector q, the scattered intensity is proportional to

⟨|Σ_j δ_j exp(iq·R_j)|²⟩ = Σ_j Σ_l ⟨δ_j δ_l⟩ exp[iq·(R_j − R_l)].

If the sites are filled independently, ⟨δ_j δ_l⟩ = ⟨δ_j⟩⟨δ_l⟩ = 0 for j ≠ l. The N terms with j = l remain. A site has δ = 1 − y with probability y, and δ = −y with probability 1 − y, so

⟨δ²⟩ = y(1 − y)² + (1 − y)y² = y(1 − y)[(1 − y) + y] = y(1 − y).

For weak scatterers the scattering rate is proportional to this intensity, hence to y when y is small. A sum over all arrangements of ten sites at y = 0.1 gives 0.0900 per site, as the formula requires.

The rate becomes a resistivity through the Drude relation. If all carriers share one relaxation time, and thermal and defect scattering act independently, their rates add:

ρ = (m/ne²)(1/τ_thermal + 1/τ_defect).

Here m is the carrier mass, n the carrier density (no longer the number of antisites) and e the elementary charge. With m and n unchanged by the small composition error, the defect term is an added resistivity proportional to 1/τ_defect. For scatterers that send carriers equally into all directions, the scattered carriers keep no average drift, so the rate of leaving a state is also the rate of losing current.

Putting y = x/50 into y(1 − y), and fixing the prefactor by the initial slope, gives for x > 0

Δρ = s x(1 − x/50).

Setting Δρ = 1 with s = 5 gives 5x − 0.1x² = 1, or x² − 50x + 10 = 0. The root that belongs to a small error is

x = 25 − √(625 − 10) = 0.2008.

Within this model the curvature moves the limit by 0.4 percent of its value, which is far finer than the slope is likely to be known.

Linearity does not require each defect to be weak. Let a defect shift the energy of its site by V. A carrier can scatter from it repeatedly, and the successive terms form a geometric series:

T = V + VG₀V + VG₀VG₀V + … = V/(1 − VG₀).

G₀ is the amplitude, at the carrier's energy E, for returning to the same site through the perfect lattice. The series converges only if |VG₀| < 1. For a stronger defect the closed form still holds, because it solves T = V + VG₀T: after the first scattering the carrier either leaves or returns to be scattered again. Take first a lattice with only one kind of site, a fraction y of which are defects. To first order in y, a Bloch wave has its energy changed from E to E + yT. With ħ = 1 its amplitude varies as exp[−i(E + yT)t], and the probability of remaining in the wave varies as exp(2y Im T · t). Since Im T is negative, this is a decay at the rate

Γ = −2y Im T,

again proportional to y. In the compound, with defects on the B sublattice only, yT is multiplied by the share of the wave's probability that lies on that sublattice. To first order this share is a property of the perfect crystal, so the rate remains proportional to y.

This was tested by following a Bloch wave on a simple cubic lattice of 32 × 32 × 32 sites, with V equal to twice the hopping energy. In units of the hopping energy, 131 randomly placed defects gave Γ = 0.00677, against 0.00678 from the formula. Five times as many defects gave 0.03424, against 0.03388. Each simulated rate is an average over four random arrangements and is uncertain by about one percent, so its last digits are not significant; more arrangements or a larger lattice move the second rate to 0.0341–0.0342. The model has only one kind of site, which here stands for the B sublattice. Read in this way, the two defect fractions, 0.4 and 2 percent, correspond to x = 0.2 and x = 1. If the addition at x = 1 is set to 5 µΩ cm, the simulated rates give at x = 0.2

5 × 0.00677/0.03424 = 0.99 µΩ cm.

The test supports the proportionality. It says nothing about the value of s, which is given. Nor does it confirm the small curvature found above: the simulated rates rise by a factor of 5.06, slightly more than five, whereas the weak-scattering curvature would make the factor slightly less than five. With four arrangements the factor is itself uncertain by a little more than one percent; more arrangements or a larger lattice give 5.01 to 5.04, still not below five. The defects here are not weak (|VG₀| ≈ 0.9), and for such defects the curvature need not have the sign or size of the weak-scattering law. In this lattice model it remains a correction of well under one percent to the limit.

**(c) Three changes of condition**

*Vacancies on one side.* Suppose that a shortage of A leaves n sites of the A sublattice empty. There are then N − n atoms of A among 2N − n atoms, and

|x| = 50 − 100(N − n)/(2N − n) = [50(2N − n) − 100(N − n)]/(2N − n) = 50n/(2N − n).

The number of vacancies per atom is n/(2N − n) = |x|/50. On the antisite side the number of defects per atom is y/2 = x/100. At equal |x| there are thus twice as many vacancies as antisites. If the given slope belongs to the antisite side, and a vacancy adds as much resistivity as an antisite, the slope on the vacancy side is 10 µΩ cm per atomic percent. The limit there is 0.1 atomic percent, and the allowed A content runs from 49.9 to 50.2. If a vacancy adds more or less resistivity than an antisite, the slope on its side changes in the same proportion.

*A slope measured in the cold.* Thermal and defect resistivities need not simply add when carriers differ. As an illustration, take two groups of carriers conducting in parallel, so that

1/ρ = 1/ρ₁ + 1/ρ₂.

Let thermal scattering alone give ρ₁ = 15 and ρ₂ = 30 µΩ cm. The total is 15 × 30/45 = 10 µΩ cm. Let the defects at |x| = 0.2 alone give 3 and 1.5 µΩ cm, for a total of 3 × 1.5/4.5 = 1 µΩ cm. This is the addition seen in the cold, where thermal scattering is negligible. When both act, rates add within each group:

ρ = (18 × 31.5)/(18 + 31.5) = 11.455 µΩ cm.

The addition is now 1.455 µΩ cm, not 1. In the cold, two thirds of the current flows in the second group, which the defects disturb less. Thermal scattering moves the current towards the first group, which they disturb more.

To find the new limit, multiply the defect parts by z = |x|/0.2 and require a total of 11 µΩ cm:

(15 + 3z)(30 + 1.5z) = 11(45 + 4.5z).

Expanding gives 450 + 112.5z + 4.5z² = 495 + 49.5z. Collecting terms and dividing by 4.5 gives z² + 14z − 10 = 0, so z = −7 + √59 = 0.68 and |x| = 0.136 atomic percent. The size of this effect depends on the chosen ratios. A slope measured at the temperature of use includes it, provided that it is taken at composition errors close to the limit. In this example the warm law bends: the addition at |x| = 1 is 6.67 µΩ cm, and a straight line from zero through that point would put the limit at 0.15 instead of 0.136 atomic percent.

*A thin film.* Let the film have thickness d, bulk resistivity ρ and mean free path λ, and let its surfaces scatter diffusely, so that a carrier leaves a surface without any drift. At depth ud from that surface, moving at an angle of cosine μ to the normal, it has regained the fraction 1 − exp(−κu/μ) of its bulk drift, with κ = d/λ. Averaging over depth and direction, with the weight 1 − μ² for current along the film, gives

ρ/ρ_film = (3/2)∫₀¹dμ (1 − μ²)∫₀¹du [1 − exp(−κu/μ)].

The depth integral is 1 − (μ/κ)[1 − exp(−κ/μ)]. For κ ≫ 1 the exponential can be dropped, and since ∫₀¹μ(1 − μ²)dμ = 1/4,

ρ/ρ_film ≈ 1 − 3/(8κ), so ρ_film ≈ ρ + (3/8)ρλ/d.

The product ρλ does not change when defects shorten λ, because ρ is proportional to 1/λ. To this order the surface term is therefore independent of composition. With ρ = 10 µΩ cm, λ = 5 nm and d = 10 nm, κ is only 2, so the full integral is used. It gives 12.21 µΩ cm at perfect composition. Raising the bulk value by 1 µΩ cm raises the film value by 0.98 µΩ cm. The surfaces cost 2.21 µΩ cm of their own but leave the composition limit almost unchanged. A real line also has side walls and grain boundaries, which this film estimate leaves out.

| Case | Added at \|x\| = 0.2 (µΩ cm) | Limit on \|x\| (atomic percent) |
|---|---:|---:|
| Linear law | 1.0 | 0.20 |
| Vacancy side, equal strength per defect | 2.0 | 0.10 |
| Cold slope, used at 300 K (two-group example) | 1.5 | 0.136 |
| Film 10 nm thick | 0.98 | about 0.20 |

Each row after the first changes one condition of the linear law and keeps the others.

**Reading the result for a real line**

The bulk resistivity, mean free path and thickness are rough values for a well-conducting ordered intermetallic in a narrow line, not data for a particular compound. The limit of 0.2 atomic percent assumes a single slope for both sides and all temperatures. In the examples above, relaxing this assumption lowers the limit to 0.10 atomic percent on the vacancy side, or to 0.136 when a cold slope is used at 300 K. Correct composition is also not sufficient. A and B atoms that exchange places leave x = 0 but still scatter. If both kinds of antisite scatter equally and independently, exchanging 0.2 percent of the atoms on each sublattice creates as many defects as x = 0.2, and uses up the same 1 µΩ cm.

Exchanged atoms can also change the law itself. Let a be the fraction of B sites filled by A, and b the fraction of A sites filled by B, so that a − b = x/50. In equilibrium at a fixed temperature, dilute antisites keep a fixed product ab = c². The total is then a + b = √[(x/50)² + 4c²], which starts quadratically in x. The composition error adds a + b − 2c defects to the 2c already present at x = 0. The linear law therefore needs c to be much smaller than |x|/50: when c is one tenth of |x|/50, the addition is still 18 percent below the linear value.

Two comparisons give the budget its scale. Warming from 300 K to 375 K, with the thermal resistivity taken as proportional to temperature, adds 10 × (375/300 − 1) = 2.5 µΩ cm, more than the whole composition budget. A composition measurement uncertain by 0.5 atomic percent, a value chosen for illustration, corresponds to 5 × 0.5 = 2.5 µΩ cm. Such a measurement could not establish that the film lies within the limit. The numerical output below lists the values used.

Values computed for the example and the checks

```
MAIN ESTIMATE
slope: 5.0 microohm cm per atomic percent
budget for added resistivity: 1.0 microohm cm
limit on |x|: 0.20 atomic percent
allowed A content: 49.8 to 50.2 atomic percent
full width of range: 0.40 atomic percent
wrong sites on one sublattice at limit: 0.40 percent
A/B flux ratio at limit: 1.00803
flux ratio tolerance: 0.80 percent
LATTICE TEST (hopping = hbar = 1)
lattice sites: 32768; defect energy: 2.0
Bloch wave energy: -0.765
defects: 131 and 655
defect site fractions: 0.40 and 2.00 percent
simulated decay rates: 0.00677 and 0.03424
T-matrix decay rates: 0.00678 and 0.03388
ratio of simulated rates: 5.06
added resistivity scaled from x=1 to x=0.2: 0.989 microohm cm
CURVATURE AND DEFECT TYPE
occupation fluctuation at y=0.1: 0.0900
limit with curvature: 0.2008 atomic percent
vacancies per antisite at equal |x|: 2.00
vacancy-side slope, equal scattering: 10.0 microohm cm per atomic percent
vacancy-side limit: 0.10 atomic percent
TWO CARRIER GROUPS (cold slope used at 300 K)
thermal parts: 15.0 and 30.0 microohm cm
defect parts: 3.0 and 1.5 microohm cm
addition at x=0.2 when warm: 1.455 microohm cm
limit when warm: 0.136 atomic percent
THIN FILM
bulk resistivity at 300 K: 10.0 microohm cm
thickness: 10.0 nm
resistivity times mean free path: 50.0 microohm cm nm
mean free path: 5.0 nm
film resistivity, perfect composition: 12.21 microohm cm
surface contribution: 2.21 microohm cm
composition contribution in film: 0.980 microohm cm
relative rise, bulk: 10.0 percent
relative rise, film: 8.0 percent
HEATING AND MEASUREMENT
temperatures: 300 K and 375 K
thermal addition: 2.50 microohm cm
composition measurement uncertainty: 0.5 atomic percent
equivalent resistivity: 2.5 microohm cm
```
